# Line-width roughness from edge roughness and edge correlation

**Question**

I am working through an exercise on plasma-etched lines. The edge roughness is given as 1.5 nm and the edge-correlation coefficient as 0.5, and I am asked to show that the line-width roughness is also 1.5 nm.

I can't get there. A width depends on two edges, so I added the two roughnesses in quadrature:

$$
\sqrt{1.5^2+1.5^2}\ \text{nm}=2.12\ \text{nm}.
$$

That ignores the correlation, so I then included a cross term, as for the variance of a sum:

$$
\sqrt{1.5^2+1.5^2+2(0.5)(1.5)(1.5)}\ \text{nm}=2.60\ \text{nm}.
$$

This is even further away. What am I doing wrong? And if the answer really is 1.5 nm, does that mean that the second edge adds nothing? I would also like to know how far the result can be trusted for a real measured line.

**Answer**

Your cross term has the right size and the wrong sign. The width is a difference of two edge positions, so a movement that both edges share cancels. The exercise also leaves some conditions unsaid, and they matter.

**What the quantities mean**

Let the line run along $y$. Its left and right edges are at $x_L(y)$ and $x_R(y)$, both measured along the same $x$ axis, and its width is

$$
w(y)=x_R(y)-x_L(y).
$$

Angle brackets denote an average along the line, or over many equivalent lines. Define the displacement of each edge from its mean position:

$$
l=x_L-\langle x_L\rangle,\qquad r=x_R-\langle x_R\rangle .
$$

By construction $\langle l\rangle=\langle r\rangle=0$. The line-edge roughness (LER) of each edge is its rms displacement,

$$
\sigma_L=\sqrt{\langle l^2\rangle},\qquad \sigma_R=\sqrt{\langle r^2\rangle},
$$

and the edge-correlation coefficient is

$$
c=\frac{\langle lr\rangle}{\sigma_L\sigma_R}.
$$

Here $l$ and $r$ are taken at the same $y$, and both count as positive when the edge moves towards $+x$. A positive $c$ therefore means that the edges tend to move sideways together.

I read the exercise as saying that **both** edges have an LER of 1.5 nm. I also take LER and line-width roughness (LWR) in the same convention, here one standard deviation. If both are quoted as three standard deviations, both numbers are multiplied by 3 and their equality is unaffected. Mixing the two conventions would destroy it.

**The derivation**

The deviation of the width from its mean is

$$
\begin{aligned}
\delta w&=w-\langle w\rangle\\
&=(x_R-x_L)-(\langle x_R\rangle-\langle x_L\rangle)\\
&=r-l .
\end{aligned}
$$

The mean width has dropped out. Now square and average, using the linearity of the average:

$$
\begin{aligned}
\mathrm{LWR}^2&=\langle(r-l)^2\rangle\\
&=\langle r^2\rangle+\langle l^2\rangle-2\langle lr\rangle\\
&=\sigma_R^2+\sigma_L^2-2c\,\sigma_L\sigma_R .
\end{aligned}
$$

The minus sign comes from the minus sign in $r-l$. For equally rough edges, $\sigma_L=\sigma_R=\sigma$, this becomes

$$
\mathrm{LWR}^2=2\sigma^2-2c\sigma^2=2\sigma^2(1-c),
$$

and hence

$$
\boxed{\mathrm{LWR}=\sigma\sqrt{2(1-c)}}.
$$

With your numbers, each edge variance is $2.25\ \text{nm}^2$ and the covariance is $0.5\times2.25=1.125\ \text{nm}^2$. Therefore

$$
\mathrm{LWR}^2=(2.25+2.25-2\times1.125)\ \text{nm}^2=2.25\ \text{nm}^2,
$$

$$
\mathrm{LWR}=1.5\ \text{nm}.
$$

In the three-standard-deviation convention, LER and LWR are both 4.5 nm.

The converse also holds. For equal edges with $\sigma>0$, setting $\mathrm{LWR}=\sigma$ requires $2(1-c)=1$, so $c=1/2$. Nothing in the derivation assumed a Gaussian distribution or a particular shape of the roughness along $y$; the variances only have to be finite.

**Does the second edge add nothing?**

It does add something, but the correlation removes an equal amount. One way to picture this is to split each displacement into a shared part $u$ and a private part:

$$
l=u+p,\qquad r=u+q,
$$

where $u$, $p$ and $q$ have zero mean and are mutually uncorrelated. Let $u$ have variance $V_s$, and let $p$ and $q$ each have variance $V_p$. Then

$$
\sigma^2=V_s+V_p,\qquad \langle lr\rangle=V_s,\qquad c=\frac{V_s}{V_s+V_p}.
$$

The shared part cancels in the width:

$$
\delta w=(u+q)-(u+p)=q-p,\qquad \mathrm{LWR}^2=2V_p .
$$

For $c=1/2$ the shared and private variances are equal, $V_s=V_p=1.125\ \text{nm}^2$. The width loses the shared half of each edge's variance, but it collects the private half twice, once from each edge. The total is again $2.25\ \text{nm}^2$. This split is one possible model for $0\le c\le1$; the general derivation does not need it.

The same numbers have a geometric reading. Treat $l$ and $r$ as vectors whose lengths are their rms values and whose scalar product is $\langle lr\rangle$. The angle $\theta$ between them satisfies $\cos\theta=c$. For $c=1/2$ the angle is $60^\circ$. Two equal sides at $60^\circ$ belong to an equilateral triangle, and the third side, $r-l$, has the same length.

**A profile you can check by hand**

Take a line that repeats three positions along $y$, with

$$
l=a(1,-1,0),\qquad r=a(1,0,-1).
$$

Both displacements average to zero. Dividing by the number of positions, 3, gives

$$
\langle l^2\rangle=\langle r^2\rangle=\frac{2a^2}{3},\qquad
\langle lr\rangle=\frac{a^2(1+0+0)}{3}=\frac{a^2}{3},
$$

so $c=1/2$. To make the LER 1.5 nm, choose $a=1.5\sqrt{3/2}\ \text{nm}=1.837\ \text{nm}$. The width deviation is

$$
\delta w=r-l=a(0,1,-1).
$$

It contains one zero, one $+a$ and one $-a$, just like each edge. Its rms value is therefore also 1.5 nm.

**Where your 2.60 nm comes from**

Your plus sign would be correct if displacements were counted as positive *outward* from the line. The outward displacement of the left edge is $l_{\rm out}=-l$, while that of the right edge is still $r$. Then $\delta w=r+l_{\rm out}$, and the cross term does enter with a plus sign. But the correlation coefficient changes sign too:

$$
c_{\rm out}=\frac{\langle l_{\rm out}r\rangle}{\sigma^2}=-c=-0.5 .
$$

So

$$
\mathrm{LWR}^2=2\sigma^2(1+c_{\rm out})=2\sigma^2(1-0.5)=\sigma^2,
$$

as before. Your calculation combined the outward formula with the same-direction coefficient. It describes a different line, whose edges tend to move in opposite directions.

At fixed $\sigma=1.5$ nm, the same-direction coefficient gives:

| $c$ | LWR (nm) | Edge motion |
|---:|---:|:---|
| $-1$ | 3.00 | opposite |
| $-0.5$ | 2.60 | partly opposite |
| $0$ | 2.12 | uncorrelated |
| $0.5$ | 1.50 | partly together |
| $1$ | 0 | together |

Both of your results are in the table. In the last row the line has constant width but still wanders sideways. A small LWR therefore does not by itself imply smooth edges.

The wandering can be quantified. The centre-line displacement is $m=(l+r)/2$, so for equal edges

$$
\langle m^2\rangle=\frac{\langle l^2\rangle+\langle r^2\rangle+2\langle lr\rangle}{4}
=\frac{\sigma^2(1+c)}{2}.
$$

For your line this gives $\sigma_m=1.5\sqrt{0.75}\ \text{nm}=1.30\ \text{nm}$. The centre line is nearly as rough as an edge.

**If the edges are not equally rough**

Write $\sigma_L=\sigma+d$ and $\sigma_R=\sigma-d$, where $\sigma$ is now the mean of the two LERs. Then

$$
\begin{aligned}
\mathrm{LWR}^2&=(\sigma+d)^2+(\sigma-d)^2-2c(\sigma+d)(\sigma-d)\\
&=2\sigma^2+2d^2-2c(\sigma^2-d^2)\\
&=2\sigma^2(1-c)+2d^2(1+c).
\end{aligned}
$$

The terms linear in $d$ cancel, so for $c<1$ a small inequality changes the LWR only in second order. (At $c=1$ the first term vanishes and $\mathrm{LWR}=2|d|$.) At $c=1/2$ the result is $\mathrm{LWR}^2=\sigma^2+3d^2$. For edges of 1.6 and 1.4 nm, $d=0.1$ nm and

$$
\mathrm{LWR}=\sqrt{2.25+0.03}\ \text{nm}=1.51\ \text{nm}.
$$

An error in $c$ matters in first order. Differentiating $\mathrm{LWR}^2=2\sigma^2(1-c)$ at fixed $\sigma$ gives

$$
2\,\mathrm{LWR}\,\frac{d\,\mathrm{LWR}}{dc}=-2\sigma^2,
\qquad
\frac{d\,\mathrm{LWR}}{dc}=-\frac{\sigma^2}{\mathrm{LWR}},
$$

which is $-1.5$ nm per unit of $c$ here. Indeed, $c=0.45$ gives 1.57 nm and $c=0.55$ gives 1.42 nm.

**What one finite line shows**

A measured line has a finite length, so its own roughness and correlation differ from the averages over many lines. To see by how much, I generated 2000 random lines with mean width 30 nm and length 2000 nm, sampled every 2.5 nm. The edges were built from two independent Gaussian random profiles $g_1$ and $g_2$ of unit variance:

$$
l=\sigma g_1,\qquad r=\sigma\left(c\,g_1+\sqrt{1-c^2}\,g_2\right).
$$

This gives $\langle r^2\rangle=\sigma^2(c^2+1-c^2)=\sigma^2$ and $\langle lr\rangle=c\sigma^2$, as required. Each profile was made by Fourier-filtering white noise to give the autocorrelation $\rho(s)=e^{-(s/\xi)^2}$ at separation $s$ along the line, with correlation length $\xi=25$ nm.

One of these lines had LERs of 1.5335 and 1.4093 nm and $c=0.5987$, each computed about its own mean. The general formula gives

$$
\begin{aligned}
\mathrm{LWR}^2&=\left[1.5335^2+1.4093^2\right.\\
&\qquad\left.-2(0.5987)(1.5335)(1.4093)\right]\text{nm}^2\\
&=1.75\ \text{nm}^2,
\end{aligned}
$$

or 1.32 nm, which is also the rms value found directly from that line's widths. The formula has not failed. This line simply does not have two LERs of 1.5 nm and $c=0.5$.

The expected scatter can be estimated. For a Gaussian width deviation, the covariance of $\delta w^2$ at two points a distance $s$ apart is $2\,\mathrm{LWR}^4\rho(s)^2$. Let $V$ be the average of $\delta w^2$ over a length $L\gg\xi$. Its relative variance is then

$$
\frac{\mathrm{Var}(V)}{\mathrm{LWR}^4}\simeq\frac{2}{L}\int_{-\infty}^{\infty}e^{-2s^2/\xi^2}ds
=\frac{2\xi}{L}\sqrt{\frac{\pi}{2}} .
$$

This is 0.031 here, so $V$ scatters by about 18%. Since the LWR is the square root of $V$, its relative scatter is half as large, about 9%, or 0.13 nm. The 2000 lines gave the same scatter to two digits. Their $c$ values scattered by about 0.10.

Pooling all the lines gave an LWR of 1.505 nm. The expected standard error is $0.133/\sqrt{2000}=0.003$ nm, so the difference from 1.500 nm is about 1.6 standard errors, compatible with sampling scatter.

Subtracting each line's own mean also removes a little slow roughness. The fraction of variance lost is the variance of the line average divided by the full variance, which for $L\gg\xi$ is approximately

$$
\frac{1}{L}\int_{-\infty}^{\infty}e^{-s^2/\xi^2}ds=\frac{\sqrt{\pi}\,\xi}{L}\simeq2.2\% .
$$

This lowers the rms by about 1.1%, again because of the square root. Removing a fitted straight line as well as the mean, as is common in practice, doubles the loss to about 4.4% of the variance. In this model both edges and the width have the same autocorrelation, so their mean variances all lose the same fraction.

**Detection noise**

Suppose that the microscope adds an independent error of rms size $n=0.5$ nm to each detected edge position. The apparent edge variance becomes

$$
\sigma_{\rm app}^2=\sigma^2+n^2=(2.25+0.25)\ \text{nm}^2=2.50\ \text{nm}^2,
$$

so the apparent LER is 1.58 nm. The noise on one edge is uncorrelated with everything on the other, so the covariance stays at $1.125\ \text{nm}^2$. The apparent coefficient falls to

$$
c_{\rm app}=\frac{1.125}{2.50}=0.45 .
$$

The width receives noise from both edges:

$$
\mathrm{LWR}_{\rm app}=\sqrt{2.25+2(0.25)}\ \text{nm}=1.66\ \text{nm}.
$$

This is 0.16 nm above the true value. The apparent quantities are still consistent with one another, since $2\times2.50\times(1-0.45)=2.75$. Trouble starts when corrected and uncorrected data are mixed. Combining the corrected LER of 1.5 nm with the uncorrected $c=0.45$ would give 1.57 nm, which is neither the true LWR nor the apparent one.

**Width along a tilted line**

I measured the width along $x$. Where the centre line has slope $t$, the perpendicular width is approximately $w/\sqrt{1+t^2}$. For the autocorrelation used above, the mean-square slope is $-\sigma_m^2\rho''(0)=2\sigma_m^2/\xi^2$, so the rms slope is

$$
t_{\rm rms}=\frac{\sqrt2\times1.30}{25}=0.0735 .
$$

With this approximate formula, averaging over Gaussian widths and slopes by numerical quadrature changes the LWR by less than 0.001 nm. The change is this small because two effects nearly cancel in this example. The factor $1/\sqrt{1+t^2}$ shrinks the width fluctuations, which lowers the LWR by about 0.004 nm. Its variation along the line also acts on the 30 nm mean width, which raises the LWR by about the same amount. The formula leaves out the curvature of the edges: a tilted cut meets the two edges at slightly different $y$, and this lowers the LWR by about another 0.003 nm. All these effects are negligible in this model, but a shorter correlation length would give steeper slopes and stronger curvature. The smallness also relies on the smooth Gaussian form of $\rho$. Measured edges are often jagged at short scales, closer to $\rho(s)=e^{-|s|/\xi}$. Then $\rho''(0)$ does not exist and the slope depends on the sampling step. For the same $\xi=25$ nm, with slopes taken as central differences on a 2.5 nm grid, the rms slope is 0.156 and the approximate formula raises the LWR by about 0.055 nm; a finer grid gives a larger shift.

**How this compares with real lines**

A width of 30 nm and a correlation length of a few tens of nanometres are plausible for patterned resist or etched silicon. An LER of 4.5 nm in the three-standard-deviation convention is on the rough side for modern fine lines. A coefficient of 0.5 is high for a directly printed resist line whose edges roughen independently. It is more natural when both edges follow a common shape, as in a line defined by a sidewall spacer, or when a tall, thin mask line wiggles during plasma etching. Real measurements violate the assumption of noise-free edges; for the assumed 0.5 nm of noise, independent on the two edges, that raises the apparent LWR by about 11%. An error of the same size common to both edges would instead cancel in the width and raise the apparent $c$ to 0.55. Real sidewalls can also have roughness that varies with height, which a model with one position per edge cannot describe. I have not estimated that effect.

The shared-and-private split also shows what to look for after an etch step. If the etch reduces only the private part $V_p$, both LER and LWR fall, $c$ rises above 0.5, and LWR becomes smaller than LER. If it reduces all displacements by the same factor, $c$ stays at 0.5 and the two roughnesses remain equal. So you cannot carry $c=0.5$ from the resist to the etched line without measuring it again.
